# Heating of a Ferroelectric Hafnia Film by One Hysteresis Loop

**Question.** A ferroelectric hafnia film has a rectangular polarization loop with remanence $P_r=20\ \mu\mathrm{C/cm^2}$ (0.2 C/m²) and coercive field $E_c=1$ MV/cm. Its heat capacity per volume is $c=2.7$ MJ/(m³ K). How much does one complete loop warm the film if no heat escapes, how does the rise scale, and how much of it survives in a memory capacitor 10 nm thick?

**Answer.**

### From loop area to temperature

Let the capacitor have area $A$ and thickness $d$, with a uniform field $E$. The source does work $V\,dQ=(Ed)(A\,dD)$, so the work per volume is $E\,dD$. Write the displacement as $D=\varepsilon_0\varepsilon_r E+P$, where $P$ is the switching polarization and the first term is the linear response. Over a closed loop,

$$
w=\oint E\,dD=\varepsilon_0\varepsilon_r\oint E\,dE+\oint E\,dP=\oint E\,dP .
$$

The linear part vanishes because $E\,dE=d(E^2/2)$ and the field returns to its initial value. That energy is stored and given back.

On the rectangular loop $P$ changes only on the two vertical sides. It rises by $2P_r$ at $+E_c$ and falls by $2P_r$ at $-E_c$:

$$
w=(+E_c)(+2P_r)+(-E_c)(-2P_r)=4P_rE_c .
$$

Both terms are positive, since the source does work in each reversal.

The first law per volume is $du=E\,dD+dq$, with mechanical work ignored. In an adiabatic loop $dq=0$, so $\Delta u=w$. If polarization, field and defect arrangement all return to their initial state, the internal energy can have grown only through the temperature. With $c$ taken as constant, $\Delta u=c\,\Delta T$ and

$$
\Delta T=\frac{4P_rE_c}{c}.
$$

The numbers give

$$
w=4(0.2\ \mathrm{C/m^2})(10^8\ \mathrm{V/m})=80\ \mathrm{MJ/m^3},\qquad
\Delta T=\frac{80}{2.7}\ \mathrm{K}\approx 30\ \mathrm{K}.
$$

The loop work is also 80 J/cm³. One reversal, from $-P_r$ to $+P_r$ with $E=0$ at both ends, takes work $2P_rE_c$. The two end states have equal internal energy at equal temperature by symmetry, so a reversal gives half the rise, about 15 K.

The rise is proportional to $P_r$ and $E_c$ and inversely proportional to $c$. At fixed $P_r$ and $E_c$, area and thickness cancel and frequency does not enter. In a real film, $P_r$ and $E_c$ can themselves depend on thickness and on switching rate. If the field never reaches $E_c$, an ideal rectangular film does not switch and this heat is absent.

### Wake-up: remanence can mislead

Before wake-up, a film may show a pinched loop. A simple model divides it into units whose loops are centred at internal fields $+E_b$ and $-E_b$, in equal numbers. Let $P_s$ be the polarization that can be switched. A unit centred at $E_b$ switches up at $E_b+E_c$ and down at $E_b-E_c$, so its work per volume is

$$
2P_s(E_b+E_c)-2P_s(E_b-E_c)=4P_sE_c .
$$

The bias cancels, and it cancels equally for $-E_b$. If $E_b>E_c$, however, the two groups point in opposite directions at zero field and the remanence is zero.

An explicit sweep of such units tested this with $P_s=20\ \mu\mathrm{C/cm^2}$, $E_c=1$ MV/cm, $E_b=1.2$ MV/cm and a field amplitude of 3 MV/cm. The remanence was zero and the loop work 80 MJ/m³, as for the open loop. The amplitude must exceed $E_b+E_c=2.2$ MV/cm for all units to switch. In this model, removing the bias at fixed $P_s$ and $E_c$ opens the loop without changing its heat. Fatigue that lowers $P_s$ at fixed $E_c$ reduces the heat in proportion.

### How much do rounded corners and drifting temperature matter?

A Landau film gives a second case, with a smooth loop and a coercive field that depends on temperature. Its free energy per volume is

$$
f=f_0(T)+\tfrac12 a(T-T_0)P^2+\tfrac14 bP^4 ,
$$

and its switching has a viscosity $\eta$:

$$
E=a(T-T_0)P+bP^3+\eta\dot P .
$$

First hold $T$ fixed below $T_0$. Put $\alpha_0=a(T_0-T)$ and $x=P/P_r$. At zero field $P_r^2=\alpha_0/b$, so the static field is $\alpha_0P_r(x^3-x)$. Starting from $x=-1$, the branch ends where $3x^2-1=0$, at $x=-1/\sqrt3$. There

$$
E_c=\frac{2}{3\sqrt3}\,\alpha_0P_r .
$$

At this field the film jumps to the other root, $x=2/\sqrt3$, a change of $\sqrt3$ in $x$. The energy dissipated in the jump is the work done minus the increase of free energy:

$$
\alpha_0P_r^2\left\{\frac{2}{3\sqrt3}\sqrt3-\left[\frac{x^4}{4}-\frac{x^2}{2}\right]_{-1/\sqrt3}^{2/\sqrt3}\right\}
=\alpha_0P_r^2\left(\frac23+\frac1{12}\right)=\frac34\alpha_0P_r^2 .
$$

The bracket is $-\frac29+\frac5{36}=-\frac1{12}$. The slow branches dissipate nothing, and over a closed loop at fixed temperature the free energy returns to its initial value. The loop work is therefore the dissipation of the two jumps, $\frac32\alpha_0P_r^2$. Substituting $\alpha_0=\frac{3\sqrt3}{2}E_c/P_r$,

$$
w=\frac{9\sqrt3}{4}P_rE_c=\frac{9\sqrt3}{16}\,(4P_rE_c)\approx0.974\,(4P_rE_c).
$$

Integration at a small but finite sweep rate gave 0.977, in agreement within the 1% asked of the test. This Landau loop thus encloses nearly the same area as the rectangle with the same $P_r$ and $E_c$. Other rounded loops can differ more. If a spread of internal fields lowers the remanence below $P_s$ but all units still switch, the work remains $4P_sE_c$, as in the wake-up model, and exceeds $4P_rE_c$.

Now let the temperature move. The entropy is $s=-\partial f/\partial T=s_0(T)-\frac12aP^2$. Without heat exchange it grows only by viscous loss, $T\dot s=\eta\dot P^2$. With $c=T\,ds_0/dT$, the heat capacity at fixed $P$,

$$
c\dot T=\eta\dot P^2+aTP\dot P .
$$

The first term is never negative. The second is the electrocaloric term, which cools the film while $|P|$ falls and warms it while $|P|$ grows.

With a start at 300 K, $T_0=700$ K as a round model parameter, and the same initial $P_r$, $E_c$ and $c$, the film first cools by as much as 6 K below its start. It ends the loop 27.7 K warmer at the sweep rate used, and 27.6 K warmer in the limit of a slow sweep. This is 7% below the rectangular estimate of 29.6 K, relative to that estimate. In the slow limit 2.6% comes from the loop shape, and the loop work falls by a further 2.5% when the temperature is free to change. The last 1.8% arises because the loop does not close: the warmer film ends with $|P|$ about 3.5% below its start, and that energy stays in the polarization state. These numbers depend on the assumed $T_0$. In the slow limit, $T_0=500$ K gives a rise of 26.4 K and a dip of 13 K, and $T_0=1000$ K gives 28.1 K and 3.5 K.

Viscous loss accounts for 98% of the electrical work here. The remainder is the integral of the static field over $P$, which would vanish at fixed temperature but need not vanish when the temperature drifts.

### How fast must an adiabatic loop be?

Let the film have thermal conductivity $\kappa$ and diffusivity $\alpha=\kappa/c$. Take its top as insulated and its bottom as held cold. The slowest temperature mode is $\cos(\pi z/2d)$, with $z$ measured from the top. Inserting it in $\partial_tT=\alpha\,\partial_z^2T$ gives the decay time

$$
\tau=\frac{4d^2}{\pi^2\alpha}.
$$

For $d=10$ nm and a rough $\kappa=1$ W/(m K), $\tau=109$ ps.

For loops much shorter than this, heat is lost only from a thin layer near the cold face. A thick body at excess temperature $\theta$, whose face is suddenly cooled to zero, has the profile $\theta\,\mathrm{erf}(y/2\sqrt{\alpha s})$ at distance $y$ and time $s$. Its outward flux is therefore $\kappa\theta/\sqrt{\pi\alpha s}$. Uniform heating at rate $q$ per volume is a sequence of small steps $\theta=(q/c)\,ds$, so the flux at time $t$ is

$$
\int_0^t\frac{q}{c}\frac{\kappa}{\sqrt{\pi\alpha s}}\,ds=2q\sqrt{\frac{\alpha t}{\pi}} .
$$

Integrating over time gives the lost heat per area, $\frac43q\sqrt{\alpha/\pi}\,t^{3/2}$. Dividing by the supplied heat $qtd$ gives the lost fraction

$$
\phi=\frac{4}{3\sqrt\pi}\frac{\sqrt{\alpha t}}{d},\qquad
t=\left(\frac{3\sqrt\pi\,\phi}{4}\right)^2\frac{d^2}{\alpha}.
$$

For $\phi=10\%$ and 10 nm, $t\approx4.8$ ps. A discretized heat equation for the same film and time also gave a loss of 10%. Conversely, a loop lasting 1 µs needs a film about 4.6 µm thick to keep its loss to 10%. The 30 K is thus an idealized value for switching at $E_c$ without heat loss, and a 10 nm film on a cold base loses most of this heat during a loop at ordinary switching speeds. These times assume steady heating during the loop and a perfectly cold bottom face, which is the fastest possible cooling through that face. With the interface resistance $R=10^{-8}$ m² K/W used below, the decay time of the 10 nm film becomes 365 ps and the time for 10% loss 71 ps, or 96 ps if thick silica lies beneath. On thick silica the thickness needed for a 1 µs loop falls to about 2.2 µm. At 4.8 ps the diffusion length $\sqrt{\alpha t}$ is only about 1.3 nm, so the heat equation is a rough guide there.

### What a 10 nm capacitor feels

Suppose one reversal releases its heat evenly over $t_r=10$ ns. Then

$$
q=\frac{2P_rE_c}{t_r}=\frac{40\ \mathrm{MJ/m^3}}{10\ \mathrm{ns}}=4\times10^{15}\ \mathrm{W/m^3},\qquad
j=qd=4\times10^7\ \mathrm{W/m^2}.
$$

Let all heat leave downward, and neglect heat stored in the electrodes. Three temperature differences add.

**Film.** In the steady state the flux at depth $z$ is $qz$, so the drop is $\int_0^d(qz/\kappa)\,dz=qd^2/2\kappa=0.2$ K.

**Interface.** With a rough thermal resistance $R=10^{-8}$ m² K/W, the drop is $jR=0.4$ K.

**Substrate.** Let it have conductivity $\kappa_s$, heat capacity $c_s$ and effusivity $e_s=\sqrt{\kappa_sc_s}$. Heat $H$ per area, released at the surface of a half-space, spreads as a half-Gaussian with surface temperature $H/(e_s\sqrt{\pi s})$ after time $s$. Adding the contributions $H=j\,ds$,

$$
\Delta T_s=\int_0^{t_r}\frac{j\,ds}{e_s\sqrt{\pi s}}=\frac{2j}{e_s}\sqrt{\frac{t_r}{\pi}} .
$$

With a rough $c_s=1.65$ MJ/(m³ K), silicon at 150 W/(m K) warms by 0.29 K and thick silica at 1.4 W/(m K) by 3.0 K.

The totals are 0.9 K on silicon and 3.6 K on thick silica, against 15 K for an adiabatic reversal. They are upper bounds within this planar model: during steady heating from a uniform start, the flux at each depth stays below its steady value. Solving film, interface and substrate together, with the heat stored in the film included, gives 0.87 K on silicon and 3.0 K on thick silica. A current spike shorter than 10 ns would raise the peak. These formulas are useful only while their total stays well below the adiabatic 15 K; for much shorter pulses or much thicker films they overestimate the rise. Within that range, at fixed $P_r$ and $E_c$, the film part scales as $d^2/t_r$, the interface part as $d/t_r$ and the substrate part as $d/\sqrt{t_r}$.

Under continuous cycling at frequency $\nu$, the mean flux is $j=4P_rE_c\,\nu d$. At 1 MHz it is $8\times10^5$ W/m². For a disc of radius $r$ on a half-space, a surface element at distance $\rho$ that emits power $p$ warms the centre by $p/(2\pi\kappa_s\rho)$, hence

$$
\Delta T_{\rm disc}=\int_0^r\frac{j\,2\pi\rho\,d\rho}{2\pi\kappa_s\rho}=\frac{jr}{\kappa_s}.
$$

For $r=10$ µm on silicon this is 0.053 K. The film adds 0.004 K and the interface 0.008 K, so the mean rise at the centre is about 0.07 K. The rise from each loop does not pile up to 30 K per cycle, because the heat leaves between loops. At fixed loop work the mean grows linearly with frequency, and neighbouring capacitors or a thick oxide below would increase it.

### The real device, and what remains outside the estimate

The chosen $P_r$, $E_c$ and thickness are rough typical values for hafnium-zirconium oxide memory capacitors. Of the assumptions examined here, thermal isolation is the one such devices break most strongly: for the 10 ns reversal above, it moves the estimate from 15 K to about 1 K on silicon, or at most about 4 K on thick silica. Faster switching generally needs a higher field, and at fixed polarization the heat rises in proportion to the field at which the film actually switches. If a square pulse holds the field at $E=2$ MV/cm throughout the reversal, and the switching polarization does not overshoot $P_r$, the work is $2P_rE$ instead of $2P_rE_c$, and the temperature rises found above for a 10 ns reversal double.

For given $P_r$ and $E_c$, the adiabatic number still depends on the heat capacity. Classical harmonic vibrations contribute $3k_B$ per atom. With 12 atoms in a rough cell volume of 0.135 nm³, this limit is 3.7 MJ/(m³ K), which would lower the rise per loop to 22 K at the same loop work.

Leakage adds heat $JEt$ per volume. A current density of 0.01 A/cm² at 2 MV/cm for a whole 1 µs loop would add only 0.007 K, even without heat loss. To match the loop heat under the same conditions, it would have to reach 40 A/cm².

The assumption of an unchanged defect state is also safe for the energy balance averaged over the device's life, though early cycles may store more than the average. Creating $10^{21}$ defects per cm³ at 5 eV each over $10^9$ cycles, a deliberately large allowance, stores on average $10^{-8}$ of the loop work per cycle. Such defects can still change $P_s$, $E_c$ and the leakage greatly.

A drive of 2 MV/cm, or 2 V across 10 nm, is half of a rough breakdown field of 4 MV/cm. That margin does not guarantee endurance, since damage can build up below the field of immediate breakdown. Uniform loop heating stays below 10 K for a single 10 ns reversal on either substrate, and for 1 MHz cycling of the 10 µm disc on silicon. On thick silica the same disc at 1 MHz has a mean substrate rise $jr/\kappa_s$ of 5.7 K and a peak of at most about 9 K with 10 ns reversals at $E_c$. Doubling the radius, the frequency or the switching field raises the mean to 11 K, above this mark. A narrow leakage path, where the current density is far above the average, needs a separate local heat balance. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Remanence: 20 uC/cm2
Coercive field: 1 MV/cm
Heat capacity: 2.7 MJ/(m3 K)
Loop work, formula: 80 MJ/m3
Loop work, formula, converted: 80 J/cm3
Loop work, relay sweep: 79.99 MJ/m3
Adiabatic rise per loop: 29.63 K
Adiabatic rise per reversal: 14.81 K
Pinched film: internal bias: 1.2 MV/cm
Pinched film: field amplitude: 3 MV/cm
Pinched film: remanence: 0 uC/cm2
Pinched film: loop work: 80 MJ/m3
Landau start temperature: 300 K
Landau Curie temperature: 700 K
Landau isothermal work / 4PrEc: 0.9767 (ratio)
Landau adiabatic rise: 27.68 K
Landau lowest T minus start: -6.35 K
Landau viscous loss / work: 0.9845 (ratio)
Film thickness: 10 nm
Film thermal conductivity: 1 W/(m K)
Film thermal decay time: 109 ps
Loop time for 10% heat loss: 4.77 ps
Heat loss there, numerical: 10 %
Example loop time: 1 us
Thickness for 10% loss in it: 4.58 um
Reversal time: 10 ns
Interface resistance: 1e-08 m2 K/W
Substrate heat capacity: 1.65 MJ/(m3 K)
Silicon conductivity: 150 W/(m K)
Silica conductivity: 1.4 W/(m K)
Reversal: film part: 0.2 K
Reversal: interface part: 0.4 K
Reversal: silicon part: 0.287 K
Reversal: silica part: 2.97 K
Reversal total on silicon: 0.887 K
Reversal total on thick silica: 3.57 K
Cycling frequency: 1 MHz
Capacitor radius: 10 um
Cycling: film part: 0.004 K
Cycling: interface part: 0.008 K
Cycling: silicon part: 0.0533 K
Cycling total mean rise: 0.0653 K
Cell volume, 12 atoms: 0.135 nm3
Harmonic limit of heat capacity: 3.68 MJ/(m3 K)
Adiabatic rise at that limit: 21.7 K
Leakage current density: 0.01 A/cm2
Leakage rise in example loop: 0.00741 K
Leakage matching loop heat: 40 A/cm2
New defects over life: 1e+21 1/cm3
Energy per defect: 5 eV
Cycles in life: 1e+09 (count)
Defect energy / loop work: 1e-08 (ratio)
Drive amplitude: 2 MV/cm
Drive voltage amplitude: 2 V
Rough breakdown field: 4 MV/cm
Drive / breakdown field: 0.5 (ratio)
```
